\section*{Phonon angular momentum from a temperature gradient in gyrotropic crystals, part 2}

A temperature gradient in a non-magnetic, harmonic insulator can give its phonons a net angular momentum. The density $\mathbf J$ is the mean of $\mathbf u\times m\dot{\mathbf u}$, summed over atoms and divided by the crystal volume $V$. Here $\mathbf u$ is an atom's displacement from its rest position $\mathbf r$, and $m$ is its mass. The tensor sought is $\alpha$ in $J_i=\sum_j\alpha_{ij}\,\partial_jT$. Lengths are in nm, times in ps and temperatures in K.

A vibration of wavevector $\mathbf k$ and branch $\sigma$, for atom $s$ of cell $L$, has the form
\begin{equation}
\mathbf u_{Ls}\propto \mathrm{Re}\,\frac{\mathbf e_s}{\sqrt{m_s}}\,e^{i(\mathbf k\cdot\mathbf r_{Ls}-\omega t)},\qquad \sum_s \mathbf e_s^*\cdot\mathbf e_s=1 .
\label{wave}
\end{equation}
The $\mathbf e_s$ form an eigenvector $e$ of the mass-weighted dynamical matrix, $D(\mathbf k)e=\omega^2e$. The mode has angular momentum $\hbar\mathbf l$ per phonon, with $\mathbf l=-i\sum_s\mathbf e_s^*\times\mathbf e_s$, and group velocity $\mathbf v=\partial\omega/\partial\mathbf k$. Both $\mathbf l$ and $\mathbf v$ are odd in $\mathbf k$. The equilibrium population is $n_0=1/(e^x-1)$, with $x=\hbar\omega/k_BT$.

The Boltzmann equation with relaxation time $\tau$, which follows mode populations alone and omits coherence between branches, gave
\begin{equation}
\boxed{\;\alpha_{ij}=-\frac{\hbar}{V}\sum_{\mathbf k\sigma}\tau\,l_i\,v_j\,\frac{\partial n_0}{\partial T}\;}
\label{alpha}
\end{equation}
and the thermal conductivity
\begin{equation}
\kappa_{zz}=\frac1V\sum_{\mathbf k\sigma}\tau v_z^2\,\hbar\omega\,\frac{\partial n_0}{\partial T}.
\label{kappa}
\end{equation}

The trial crystal is a right-handed helix along $z$, of class 32, with three equal atoms of 128 u per cell joined by central springs. Its cell has $a=0.45$ nm and $c=0.60$ nm, the helix radius is 0.12 nm, and the shortest bond is 0.288 nm. The example takes $\tau=5$ ps, $T=300$ K and a gradient of 1 K/$\mu$m. In class 32, $\alpha=\mathrm{diag}(\alpha_{xx},\alpha_{xx},\alpha_{zz})$. On the helix axis, at $k_z=2.618$ nm$^{-1}$, the two lowest branches are transverse waves of opposite circulation at 0.6861 and 0.6890 THz, and their contributions to $\alpha_{zz}$ nearly cancel. A control crystal with helix radius 0.15 nm has inversion symmetry and $\mathbf l=0$ to rounding error.

\subsection{The same response from Newton's equations}

The Boltzmann equation assumes that each wave keeps its own population. A classical calculation can avoid this assumption, and it needs neither $\mathbf l$ nor $\mathbf v$ as input.

Use $w=\sqrt m\,u$ and $p=\sqrt m\,\dot u$, so that $\dot w=p$ and $\dot p=-Dw$. Impose a weak temperature wave $\delta T\,e^{iqz}$. It couples $\mathbf k_1=\mathbf k+\tfrac12q\hat{\mathbf z}$ to $\mathbf k_2=\mathbf k-\tfrac12q\hat{\mathbf z}$. Let modes 1 and 2 belong to these wavevectors, with overlap $M=e_1^\dagger e_2$.

In classical local equilibrium the weight is Gaussian, $\exp[-(H-H_f)/k_BT]$. Here $H_f$ is the energy weighted site by site with $f=(\delta T/T)e^{iqz}$. If $Q$ and $Q_f$ are the matrices of the two quadratic forms, the covariance is
\begin{equation}
k_BT(Q-Q_f)^{-1}\simeq k_BT\,(Q^{-1}+Q^{-1}Q_fQ^{-1}).
\end{equation}
For the momenta $Q=1$, and the change is $k_B\delta T$ times the unit matrix. For the displacements, the potential energy is a double sum of terms $\tfrac12w_aD_{ab}w_b$ over atomic coordinates, and each term is weighted with the mean of $f$ at its two sites. Then $Q_f$ contains $\tfrac12(D_1+D_2)$, and $D_1^{-1}\tfrac12(D_1+D_2)D_2^{-1}=\tfrac12(D_1^{-1}+D_2^{-1})$. Between modes 1 and 2 the changes are
\begin{equation}
P_0=k_B\delta T\,M,\qquad X_0=\frac{k_B\delta T}{2}\left(\frac1{\omega_1^2}+\frac1{\omega_2^2}\right)M ,
\label{local}
\end{equation}
for $\langle p_1p_2^*\rangle$ and $\langle w_1w_2^*\rangle$. The mixed averages vanish in local equilibrium. Weighting the energy of each spring instead would change $Q_f$ at order $q$. That can alter the corrections at finite $\tau$, but not the limit of long $\tau$.

The combinations $A=\omega w+ip$ and $B=\omega w-ip$ obey $\dot A=-i\omega A$ and $\dot B=+i\omega B$. A product that oscillates as $e^{-i\Omega t}$ and relaxes toward its local value $C_0$ at rate $1/\tau$ settles at $C_0/(1+i\Omega\tau)$. Define
\begin{equation}
\delta=\omega_1-\omega_2,\quad \Sigma=\omega_1+\omega_2,\quad
S=\omega_1\omega_2X_0+P_0,\quad F=\omega_1\omega_2X_0-P_0 .
\end{equation}
The local value of $A_1A_2^*$ and $B_1B_2^*$ is $S$, with $\Omega=\delta$ and $-\delta$. That of $A_1B_2^*$ and $B_1A_2^*$ is $F$, with $\Omega=\Sigma$ and $-\Sigma$. From $w_1=(A_1+B_1)/2\omega_1$ and $p_2^*=i(A_2^*-B_2^*)/2$,
\begin{align}
\langle w_1p_2^*\rangle&=\frac{i}{4\omega_1}\left[\frac{S}{1+i\tau\delta}-\frac{S}{1-i\tau\delta}-\frac{F}{1+i\tau\Sigma}+\frac{F}{1-i\tau\Sigma}\right]\nonumber\\
&=\frac1{2\omega_1}\left[\frac{S\tau\delta}{1+\tau^2\delta^2}-\frac{F\tau\Sigma}{1+\tau^2\Sigma^2}\right].
\label{cov}
\end{align}
The expression is odd in $\tau$, so it has no part independent of $\tau$. This reflects time reversal: $\mathbf J$ is odd under it and $\nabla T$ is even, so relaxation has to supply the missing sign.

Now let $q\to0$ with both modes on the same branch. Then $M\to1$, $\delta\to qv_z$ and $S\to2k_B\delta T$, while $F=k_B\delta T\,\delta^2/(2\omega_1\omega_2)$ is of second order in $q$. Equation (\ref{cov}) becomes $k_B\delta T\,\tau qv_z/\omega$. The density $\mathbf J$ contains $\sum_s\mathbf e_s\times\mathbf e_s^*=-i\mathbf l$, and the gradient amplitude is $\partial_zT=iq\,\delta T$, so $q\,\delta T=-i\,\partial_zT$. The two factors $-i$ multiply to $-1$:
\begin{equation}
J_i=-\frac1V\sum_{\mathbf k\sigma}\tau\,l_iv_z\,\frac{k_B}{\omega}\,\partial_zT .
\end{equation}
This is (\ref{alpha}) with the classical $\partial n_0/\partial T=k_B/\hbar\omega$, sign included.

Pairs of different branches are what the Boltzmann formula leaves out. Their overlap $M$ is of order $qv/|\delta|$, and for $\tau|\delta|\gg1$ their contribution is smaller than the diagonal one by about $(\tau\delta)^{-2}$. On the $13\times13\times12$ mesh, the full classical $\alpha_{zz}$ divided by the classical Boltzmann value was 0.999998 at $\tau=5000$ ps. It was 0.989 at 50 ps, 1.027 at 5 ps and 0.815 at 0.5 ps. These values are not converged in the mesh. With 35 to 61 points along each in-plane direction they settle near 1.003 at 50 ps, 1.09 at 5 ps and 0.94 at 0.5 ps. The dip below 1 at 50 ps is thus an artefact of the coarse mesh, while the approach to 1 remains non-monotonic. At the 5 ps of the example the neglected coherence raises $\alpha_{zz}$ by about 9 percent. For a gradient across the axis a coarse mesh misleads: the corresponding ratio for $\alpha_{xx}$ at 5 ps is 3.1 on this mesh, but roughly 1.2 on meshes with 27 or more points along each in-plane direction. Within this classical model, in which coherences relax at the same rate $1/\tau$ as populations, the Boltzmann formula at this $\tau$ is therefore good to about 10 percent for $\alpha_{zz}$ and to roughly 20 percent for $\alpha_{xx}$.

The two transverse branches on the axis show that near-degeneracy alone is not decisive. Their splitting of 0.0029 THz gives $\tau\delta=5\times2\pi\times0.0029\approx0.09$, so relaxation blurs them completely. A turn by $120^\circ$ combined with a shift $c/3$ maps the helix onto itself. With the phases of (\ref{wave}) it acts on $e$, apart from a common factor, as one fixed matrix that commutes with $D$ at every axial $\mathbf k$. The two circular branches have different eigenvalues of this matrix. Their overlap $M$ therefore vanishes, and no coherence arises between them for a gradient along the axis.

\subsection{Numbers for the helix crystal}

With $\tau=5$ ps for all modes and $T=300$ K, a $35\times35\times34$ mesh gives
\begin{equation}
\alpha_{zz}=0.020\ \hbar\,\mathrm{nm^{-2}K^{-1}},\qquad \alpha_{xx}=0.0028\ \hbar\,\mathrm{nm^{-2}K^{-1}} .
\end{equation}
These are Boltzmann values. By the classical comparison above, the omitted coherence between branches would raise $\alpha_{zz}$ by about 9 percent and $\alpha_{xx}$ by roughly 20 percent at this $\tau$. A $25\times25\times24$ mesh changes $\alpha_{zz}$ by 3 percent and $\alpha_{xx}$ by 6 to 7 percent. Meshes up to $61\times61\times60$ keep $\alpha_{zz}$ at 0.020 and $\alpha_{xx}$ between 0.0028 and 0.0029. In SI units $\alpha_{zz}=2.1\times10^{-18}$ J\,s\,m$^{-2}$K$^{-1}$. The signed sum is 10 percent of the sum of magnitudes, so the cancellation seen on the axis persists in milder form over the whole zone.

A gradient of 1 K/$\mu$m, or $10^{-3}$ K/nm, along the helix axis produces
\begin{equation}
J_z=0.020\times10^{-3}=2.0\times10^{-5}\ \hbar/\mathrm{nm^3}=2.1\times10^{-12}\ \mathrm{J\,s/m^3}.
\end{equation}
Multiplied by the cell volume of 0.105 nm$^3$, this is $2.1\times10^{-6}\,\hbar$ per cell. Both $J_z$ and $\partial_zT$ are positive: in this right-handed model the angular momentum points against the heat flow.

\subsection{What the temperature dependence reveals}

Between 300 K and 50 K, at fixed $\tau$, $\kappa_{zz}$ falls from 1.71 to 1.45 W/(m\,K), while $\alpha_{zz}$ falls to 0.15 of its value. Temperature enters here only through the thermal factor of each mode. Both (\ref{alpha}) and (\ref{kappa}) contain the mode heat capacity
\begin{equation}
\hbar\omega\,\frac{\partial n_0}{\partial T}=k_B\,\frac{x^2}{4\sinh^2(x/2)} .
\end{equation}
Let $g(\omega)$ be its value at 50 K divided by that at 300 K. It decreases with frequency, because the logarithmic slope $2-x\coth(x/2)$ of the heat capacity becomes more negative as $x$ grows. At the top of the spectrum, 3.79 THz, $x$ is 3.64 at 50 K and 0.607 at 300 K, and
\begin{equation}
g_{\min}=\frac{0.367}{0.970}=0.38 .
\end{equation}

If all modes contributed to $\alpha_{zz}$ with one sign, the ratio could not fall below 0.38. The computed 0.15 requires both signs. More precisely, let $c_m$ be the contributions at 300 K, with positive sum. Then
\begin{equation}
\sum_mc_m\,[g(\omega_m)-g_{\min}]=(0.15-0.38)\sum_mc_m<0 .
\end{equation}
The bracket is never negative and is largest at low frequency. Weighted toward low frequencies, the contributions are therefore negative, and the positive total comes from the upper part of the spectrum.

This makes the result sensitive to the lifetimes. Replace the constant $\tau$ by $\tau\propto1/\omega^2$, which favours slow vibrations, and hold $\kappa_{zz}$ fixed at 300 K. Then $\alpha_{zz}$ becomes about $-0.1$ times its former value. The factor converges slowly. It is positive on meshes with 13 or 19 points along each in-plane direction, $-0.07$ with 25 points, and between $-0.10$ and $-0.12$ with 35 to 61 points, so only its sign and order of magnitude are fixed. The magnitude drops roughly tenfold and the sign reverses. Thermal conductivity alone does not determine even the sign of this response.

\subsection{Recoil of a free wire}

Write the position of an atom as $\mathbf r+\mathbf u$. The total angular momentum is $\sum\mathbf r\times m\langle\dot{\mathbf u}\rangle+V\mathbf J$. In a steady state the body keeps its shape, so the mean velocities can describe rigid motion only. If the body starts at rest and no outside torque acts while the gradient is set up, the rigid part must equal $-V\mathbf J$.

A cylinder of radius $r_w$ and density $\rho$ has moment of inertia $\tfrac12\rho Vr_w^2$ about its axis. With $\rho=6060$ kg/m$^3$ and $r_w=100$ nm,
\begin{equation}
\Omega=-\frac{2J_z}{\rho r_w^2}=-\frac{2(2.13\times10^{-12})}{6060\,(10^{-7})^2}\approx-0.07\ \mathrm{rad/s}.
\end{equation}
The estimate holds for a helix axis along the wire, a uniform gradient and free ends. Clamps or heat contacts that transmit torque remove the rotation, though not $\mathbf J$.

\subsection{Comparison with trigonal tellurium and limits of the model}

The parameters lie in the rough regime of trigonal tellurium, which has helical chains and belongs to class 32. Its cell size, density of about 6 g/cm$^3$, highest phonon frequency of about 4 THz and room-temperature thermal conductivity of a few W/(m\,K) are close to those of the model. The springs were not fitted to tellurium, and the computed $\alpha$ is a property of the model. A real crystal also has no common relaxation time. The comparison at fixed $\kappa_{zz}$ shows that this can change $\alpha_{zz}$ tenfold and reverse it. For tellurium itself the model therefore gives no sign, and its magnitude may be wrong by a factor of ten or more.

Some other effects can be judged from the same numbers. Classical populations in place of the Bose ones would raise $\alpha_{zz}$ by only 4 percent at 300 K. The longest mean free path, 15 nm, is well below the wire radius, so walls are a modest correction at constant $\tau$; long-lived slow modes would feel them more. The root-mean-square displacement in three dimensions is 10 percent of the shortest bond, or 6 percent along one axis. (The numerical output labels the three-dimensional value ``per axis''.) With displacements of this size, anharmonic shifts of the frequencies may matter at 300 K. The model does not include them, and their effect was not estimated.

Carriers can also gain angular momentum in a gradient. Take a gap of 0.33 eV, a mass of 0.2 electron masses and a mean free path of 50 nm, all rough values. They give $4\times10^{15}$ intrinsic electrons per cm$^3$ and as many holes. Assign $\hbar/2$ to each carrier, multiplied by the relative change of carrier density over one mean free path. The result is $2\times10^{-4}$ of the phonon $J_z$. This is a rough estimate, although the numerical output calls it a bound. It assumes intrinsic carriers, whose density rises steeply with temperature, so doped material needs a separate estimate.

\section*{Table of computed values}
\begin{verbatim}
cell a, c, helix radius: 0.45, 0.6, 0.12 nm
atomic mass 128 u, density 6060 kg/m^3
spring 50 N/m at 0.28 nm, decay 0.05 nm, cutoff 0.52 nm
shortest bond 0.2884 nm, cell volume 0.10522 nm^3
tau 5.0 ps, T 300.0 K, gradient 1.0 K/um
highest frequency 3.793 THz
largest group velocity 2.994 km/s
kz +2.618 /nm, band 1: f 0.6861 THz, lz -0.9725 hbar, vz +1.5657 km/s
kz +2.618 /nm, band 2: f 0.6890 THz, lz +0.9602 hbar, vz +1.5694 km/s
kz +2.618 /nm, band 3: f 0.9463 THz, lz +0.0175 hbar, vz +2.0870 km/s
kz -2.618 /nm, band 1: f 0.6861 THz, lz +0.9725 hbar, vz -1.5657 km/s
kz -2.618 /nm, band 2: f 0.6890 THz, lz -0.9602 hbar, vz -1.5694 km/s
kz -2.618 /nm, band 3: f 0.9463 THz, lz -0.0175 hbar, vz -2.0870 km/s
time-averaged lz of test mode -0.116294 hbar, from eigenvector -0.116294 hbar
largest |l|: chiral 0.648, inversion control 2.6e-13 hbar
noncentrosymmetric classes allowed: 18 of 21
classes forbidden: -6, -62m, -43m
classes with antisymmetric part only: 4mm, 3m, 6mm
free components in class 32: 2
T 50 K: alpha_xx +2.415e-03, alpha_zz +2.984e-03 hbar/(nm^2 K), kappa_zz 1.451 W/(m K)
T 100 K: alpha_xx +2.750e-03, alpha_zz +1.444e-02 hbar/(nm^2 K), kappa_zz 1.644 W/(m K)
T 300 K: alpha_xx +2.847e-03, alpha_zz +2.024e-02 hbar/(nm^2 K), kappa_zz 1.714 W/(m K)
alpha_zz at 300 K in SI +2.134e-18 J s/(m^2 K)
alpha_zz change, coarser mesh: +3.04 percent
opposite enantiomer / original, alpha_zz: -1.000000
net / gross mode sum for alpha_zz: 0.1014
Boltzmann integral / linear formula: 1.0000000
Newton / Boltzmann alpha_zz, tau 5000 ps: 0.999998
Newton / Boltzmann alpha_zz, tau 0.5 ps: 0.8154
Newton / Boltzmann alpha_zz, tau 5.0 ps: 1.0272
Newton / Boltzmann alpha_zz, tau 50.0 ps: 0.9890
Jz +2.024e-05 hbar/nm^3 = +2.134e-12 J s/m^3
Jz per cell +2.130e-06 hbar
recoil rotation, wire radius 100 nm: -7.044e-02 rad/s
classical / Bose alpha_zz at 300 K: 1.0416
tau ~ 1/f^2 at equal kappa: alpha_zz ratio -0.103 (coarser mesh -0.072)
rms displacement per axis / bond: 0.0994
longest mean free path 14.97 nm; temperature change over it / T 4.99e-05
rough carrier inputs: gap 0.33 eV, mass 0.2 m_e, path 50 nm
intrinsic carriers 3.80e+15 /cm^3; electronic bound / phonon Jz 2.46e-04
\end{verbatim}
